# Film thickness at which electron confinement energy equals room-temperature thermal energy

## Problem

A semiconducting oxide film of thickness $L$ lies between two insulators. Its conduction electrons have an isotropic effective mass of 0.2 electron masses. Take the band edge to be flat across the film and the insulators to be impenetrable.

(a) Beyond what thickness is the ground-state confinement energy smaller than $k_BT$ at 300 K?

(b) Do the electrons in a film of that thickness already behave as they would in bulk material?

(c) Take rough values for an indium oxide transistor channel between silicon dioxide walls: wall height 3 eV, effective mass in the wall 0.5, relative permittivity 9 in the film and 3.9 in the walls, mobility 30 cm²/Vs, and $10^{12}$ electrons per cm². How far do the effects neglected in (a) change the answer?

The algebra uses atomic units, in which $\hbar$, the electron mass and the elementary charge are 1. The symbol $m$ is the effective mass in electron masses. Energies are measured from the lowest point of the band edge in the film.

## Solution

### (a) The critical thickness

Let $z$ run across the film, from one wall at $z=0$ to the other at $z=L$. In the effective-mass approximation the electron obeys

$$-\frac{1}{2m}\nabla^2\Psi=E_{\rm tot}\Psi .$$

Nothing depends on $x$ or $y$, so we write $\Psi=e^{i(k_xx+k_yy)}\psi(z)$. The in-plane derivatives give $(k_x^2+k_y^2)/(2m)$. The remainder, $E=E_{\rm tot}-(k_x^2+k_y^2)/(2m)$, belongs to the motion across the film:

$$-\frac{1}{2m}\psi''=E\psi,\qquad \psi(0)=\psi(L)=0 .$$

Could $E$ be zero or negative? For $E=0$ the solution is a straight line, and a line that vanishes at two points vanishes everywhere. For $E<0$ the solution that vanishes at $z=0$ is a hyperbolic sine, which has no second zero. So $E>0$, and with $k=\sqrt{2mE}$ the general solution is $A\sin kz+B\cos kz$. The wall at $z=0$ requires $B=0$. The wall at $z=L$ requires $\sin kL=0$, so $k=n\pi/L$ with $n=1,2,3,\dots$ Hence

$$E_n=\frac{k^2}{2m}=\frac{n^2\pi^2}{2mL^2}.$$

The confinement energy is $E_1$. It is kinetic: half a wavelength must fit between the walls, and a thinner film forces a shorter wavelength. Setting $E_1=k_BT$ at $L=L_c$ gives

$$\frac{\pi^2}{2mL_c^2}=k_BT\quad\Rightarrow\quad L_c^2=\frac{\pi^2}{2mk_BT}\quad\Rightarrow\quad L_c=\frac{\pi}{\sqrt{2mk_BT}} .$$

Because $E_1$ falls steadily as $L$ grows, it is below $k_BT$ for every $L>L_c$.

For numbers, restore the units: $\pi^2\hbar^2/(2m_e)=0.37603$ eV nm², where $m_e$ is the electron mass. Dividing by 0.2 gives 1.8802 eV nm². At 300 K, $k_BT=0.02585$ eV, so

$$L_c=\sqrt{\frac{1.8802\ \text{eV nm}^2}{0.02585\ \text{eV}}}=\sqrt{72.73}\ \text{nm}=8.53\ \text{nm},$$

or 85 angstrom. The confinement energy falls below $k_BT$ when the film is thicker than about 8.5 nm.

The formula also shows how firm this number is. Since $L_c\propto(mT)^{-1/2}$, a small relative error in the mass produces half that relative error in $L_c$, with opposite sign. At 300 K a mass of 0.3 gives 6.96 nm. With the mass held at 0.2, $L_c$ is 9.34 nm at 250 K and 7.39 nm at 400 K.

### (b) Is the film then bulk-like?

For dilute electrons, bulk behaviour requires many levels of the motion across the film to be thermally accessible. What matters for this is the gap above the ground level, not the ground energy itself:

$$E_2-E_1=(4-1)E_1=3E_1 .$$

At $L_c$ this gap is $3k_BT=0.0776$ eV. It falls to $k_BT$ when $3L_c^2/L^2=1$, that is, at $L=\sqrt3\,L_c=14.8$ nm.

To find how the electrons are shared, note that each level $E_n$ carries a subband of in-plane states. Per unit area, the number of states with in-plane wave number below $k_\parallel$, counting two spins, is

$$2\,\frac{\pi k_\parallel^2}{(2\pi)^2}=\frac{k_\parallel^2}{2\pi}=\frac{m\varepsilon}{\pi},\qquad \varepsilon=\frac{k_\parallel^2}{2m}.$$

The density of states is therefore $m/\pi$, the same constant in every subband. For dilute electrons the Boltzmann factor gives the population

$$N_n\propto\int_0^\infty\frac{m}{\pi}\,e^{-(E_n+\varepsilon)/k_BT}\,d\varepsilon=\frac{mk_BT}{\pi}\,e^{-E_n/k_BT}.$$

Let $a=E_1/k_BT$, so that $E_n/k_BT=n^2a$. The fraction of electrons in the lowest subband is

$$P_1=\frac{e^{-a}}{\sum_{n\ge1}e^{-n^2a}}=\frac{1}{1+e^{-3a}+e^{-8a}+\cdots}.$$

At $L_c$, where $a=1$, this is $1/(1+0.0498+0.0003)=0.952$. About 95 percent of the electrons are still in the lowest subband, so the answer to (b) is no.

| $L$ (nm) | $E_1$ (eV) | $E_1/k_BT$ | $P_1$ |
|---:|---:|---:|---:|
| 5.0 | 0.0752 | 2.91 | 1.000 |
| 8.5 | 0.0260 | 1.01 | 0.953 |
| 10.0 | 0.0188 | 0.73 | 0.896 |
| 15.0 | 0.0084 | 0.32 | 0.684 |
| 30.0 | 0.0021 | 0.08 | 0.352 |

The table holds for 300 K, hard walls, a flat band and dilute electrons. The entry 1.000 is rounded.

In the thick-film limit $a$ is small and the sum varies slowly from term to term. The trapezoidal rule, with half weight on the term $n=0$, then gives

$$\frac12+\sum_{n\ge1}e^{-n^2a}\approx\int_0^\infty e^{-ax^2}dx=\frac12\sqrt{\frac{\pi}{a}},\qquad P_1\approx\frac{2e^{-a}}{\sqrt{\pi/a}-1}.$$

At 30 nm, $a=(8.528/30)^2=0.0808$, and the approximation gives 0.352, as in the table. For still thicker films $P_1\to2\sqrt{a/\pi}$, which is proportional to $1/L$. The approach to bulk filling is gradual, with no threshold at $L_c$.

At $10^{12}$ electrons per cm² the exclusion principle begins to matter. With the Fermi function in place of the Boltzmann factor, and $\mu$ the chemical potential, the energy integral gives

$$N_n=\frac{mk_BT}{\pi}\ln(1+x_n),\qquad x_n=e^{(\mu-E_n)/k_BT}.$$

Choosing $\mu$ so that the populations add up to the given density puts a fraction 0.942 in the lowest subband at $L_c$, instead of 0.952. The direction follows from the formula. The ratio $\ln(1+x)/x$ decreases with $x$, so the fullest subband loses the most relative to its Boltzmann population. This comparison keeps the band flat.

### (c) What the simple estimate leaves out

Each effect is treated alone, at $L=8.53$ nm and 300 K unless stated. The changes are not independent and should not simply be added.

**Finite walls.** Put the origin at mid-film. For wall height $V$ and wall mass $m_b$, the ground state is $\cos kz$ inside and decays as $e^{-\kappa|z|}$ outside, with

$$k=\sqrt{2mE},\qquad \kappa=\sqrt{2m_b(V-E)} .$$

At each interface we take $\psi$ and $\psi'/m$, with the local mass, to be continuous. This is the usual (BenDaniel–Duke) rule. It conserves the probability current, but it is not the only rule that does. Dividing the second condition by the first at $z=L/2$ gives

$$\frac{k}{m}\tan\frac{kL}{2}=\frac{\kappa}{m_b}\quad\Rightarrow\quad L=\frac2k\arctan\frac{\kappa m}{km_b}.$$

Setting $E=k_BT$ in this expression gives the new critical thickness. At that energy $k=\pi/L_c=0.368$ nm⁻¹, and

$$\frac{\kappa}{k}=\sqrt{\frac{m_b(V-E)}{mE}}=\sqrt{\frac{0.5\times2.974}{0.2\times0.02585}}=17.0 .$$

The argument of the arctangent is $17.0\times0.2/0.5=6.8$, and the thickness is 7.73 nm. The size of this reduction depends on the interface model. A rule that also conserves current but keeps $\psi'/\psi$ continuous gives 8.21 nm, and the rule used here with a wall mass of 0.3 gives 7.91 nm.

The size of the change can be read from $\arctan u\approx\pi/2-1/u$ for large $u$. Inserting this and multiplying by $k$ gives

$$k\left(L+\frac{2m_b}{m\kappa}\right)\approx\pi .$$

The film acts as a hard-walled film that is wider by $2m_b/(m\kappa)$. Here $1/\kappa=0.16$ nm, so the extra width is $2\times2.5\times0.16=0.8$ nm. It vanishes as $V\to\infty$, which recovers part (a). If the thickness is instead held at 8.53 nm, the ground energy becomes 0.0216 eV, 16 percent below the hard-wall value.

**Gate field.** Suppose a gate on one side induces the electrons and the field vanishes at the far side. Gauss's law gives a field $en_s/(\epsilon_0\epsilon)=0.201$ MV/cm at the gate side of the film, where $n_s$ is the sheet density and $\epsilon$ the film's relative permittivity. If the charge is spread evenly, the field falls linearly to zero and its mean is half as large. Since 1 MV/cm is 0.1 V/nm, the potential energy changes across the film by

$$\tfrac12\times0.0201\ \text{V/nm}\times8.53\ \text{nm}\times e=0.0857\ \text{eV},$$

which is more than three times $k_BT$. The band is far from flat.

To estimate the level, replace the varying field by its mean and let $F$ be the resulting force. With $z=0$ at the gate side,

$$\psi''=2m(Fz-E)\psi .$$

Define $\ell=(2mF)^{-1/3}$ and $s=(z-E/F)/\ell$. Then $d^2\psi/ds^2=2mF\ell^3s\psi=s\psi$, which is Airy's equation. Its solutions are $c_1\mathrm{Ai}(s)+c_2\mathrm{Bi}(s)$. Requiring zeros at both walls, where $s=s_0$ and $s=s_L$, gives

$$\mathrm{Ai}(s_0)\mathrm{Bi}(s_L)=\mathrm{Ai}(s_L)\mathrm{Bi}(s_0).$$

The lowest root is $E=0.0657$ eV, or 2.5 times $k_BT$. A bound supports this value. The flat-band ground state used as a trial function has mean position $L/2$, so the energy cannot exceed $E_1+FL/2=0.0259+0.0428=0.0687$ eV.

Thickening the film at this fixed uniform field does not restore the inequality. Moving the far wall away lowers the level only towards that of a single wall, where $\mathrm{Ai}(s_0)=0$. The first zero is at $s_0=-2.338$, so $E=2.338\,F\ell=2.338\,(F^2/2m)^{1/3}$, about 0.063 eV here. The electron is now held by the field instead of by the far wall.

The flat-band answer therefore needs a field well below $k_BT/(eL_c)=0.030$ MV/cm. For evenly spread charge, 0.0657 eV is a low estimate. The force then falls linearly from $2F$ at the gate side to zero, and the band edge is $2F(z-z^2/2L)=Fz+Fz(1-z/L)$. This lies above the straight line $Fz$ everywhere between the walls, so the level lies higher too, at about 0.084 eV. Replacing the even charge self-consistently by the one that follows from the wave functions and Fermi filling (Hartree level, hard walls) gives about 0.086 eV.

Most of this rise is potential energy: the electron sits on average well above the band edge at the gate side. At 8.53 nm the wave function is only mildly distorted. The kinetic energy rises from 0.026 eV to about 0.029 eV. The first gap is 0.081 eV in the uniform field, 0.079 eV for even charge and 0.076 eV self-consistently, against 0.078 eV for the flat band. The share of the lowest subband stays at 0.94 to 0.95.

**Image charges.** An electron in a film between walls of lower permittivity $\epsilon_b$ is repelled by its images. One plane boundary gives an image of relative strength $q=(\epsilon-\epsilon_b)/(\epsilon+\epsilon_b)=5.1/12.9=0.395$. Between two planes the images are reflected again. For an electron at mid-film they lie at distances $jL$ on both sides, with strengths $q^j$. The energy carries a factor $\tfrac12$ because the images are induced by the electron itself:

$$\Delta E=\frac12\cdot\frac{2}{\epsilon}\sum_{j\ge1}\frac{q^j}{jL}=-\frac{\ln(1-q)}{\epsilon L}.$$

This is 0.0094 eV for one electron in an otherwise empty film; other carriers would screen it. It is positive and amounts to 36 percent of $E_1$, but most of it is not confinement energy. The image energy is lowest at mid-film, so the shift raises the lowest point of the band edge itself. Only the further rise towards the walls adds to the energy measured from that point, and it adds about 6 percent of $E_1$.

**Scattering.** In the Drude picture the mobility is $e\tau/m$, with $m$ here the full effective mass, so 30 cm²/Vs means a scattering time $\tau=3.41$ fs. If a state's probability decays as $e^{-t/\tau}$, its amplitude decays as $e^{-t/2\tau}$. The squared Fourier transform of that amplitude is proportional to $1/(\omega^2+1/4\tau^2)$, which falls to half its peak at $\omega=\pm1/(2\tau)$. The full width in energy is thus

$$\Gamma=\frac{\hbar}{\tau}=0.193\ \text{eV},$$

which is 7.5 times $E_1$ and 2.5 times the first gap. The root-mean-square in-plane thermal speed, $\sqrt{2k_BT/m}$, multiplied by $\tau$, gives a free path of only 0.73 nm. In this picture an electron is scattered many times within a distance equal to the film thickness, so no sharp standing wave forms.

Since $\Gamma$ varies inversely with mobility, it equals the first gap at $30\times0.193/0.0776\approx75$ cm²/Vs. Clearly separated levels at this thickness and mass need a free-electron mobility well above that value.

Three cautions apply to $\Gamma$. The transport time stands in for the lifetime of the state, and the two can differ. A mobility measured on a transistor can also be lowered by traps, which hold some of the electrons still. The free electrons then scatter less often than the mobility suggests, and $\Gamma$ is smaller. Finally, the thermal wave number 0.368 nm⁻¹ times the free path is about 0.27. A free path shorter than the wavelength strains the Drude picture itself, so 0.193 eV is a sign of strong disorder, not an accurate linewidth.

**Band curvature.** If the band is nonparabolic, with $E(1+\alpha E)=k^2/(2m)$ and roughly $\alpha=0.5$ per eV, then to leading order $E\approx E_1(1-\alpha E_1)$. The ground energy falls by 1.3 percent, which is negligible here.

### Reading the result for a real channel

The mass of 0.2 is a rough value for indium oxide; amorphous indium gallium zinc oxide is nearer 0.3, again roughly. A transistor that is switched on can hold more than $10^{12}$ electrons per cm², and the gate field grows in proportion to that density.

If the example's mobility is set by the scattering of free electrons and not by traps, the assumption that fails most severely is that of a sharp level. Then 0.026 eV is an energy scale for confinement, not the position of a resolved state. The gate field strongly affects the comparison made in (a). At fixed thickness it raises the ground energy, measured from the band edge at the gate side, from 0.026 eV to 0.066 eV in the uniform-field estimate and to about 0.084 eV for evenly spread charge. At this thickness and density that rise is mostly potential energy; the level spacing and the subband filling change little. Finite walls alone move the critical thickness from 8.5 nm to roughly 7.7 nm with the matching rule and wall mass used here. As a design guide, the 8.5 nm figure applies to a nearly flat band, high walls, a free-electron mobility well above 75 cm²/Vs, a mass near 0.2 and operation near 300 K. Even then, it does not mark the onset of bulk behaviour.

## Calculated quantities

```
INPUTS (rough typical values)
effective mass: 0.20 electron masses
temperature: 300 K
wall height: 3.0 eV
wall mass: 0.50 electron masses
relative permittivity, film: 9.0
relative permittivity, wall: 3.9
mobility: 30 cm2/Vs
sheet density: 1.0e+12 per cm2
nonparabolicity alpha: 0.50 per eV
HARD-WALL ESTIMATE
kT: 0.02585 eV
pi^2 hbar^2/(2 electron mass): 0.37603 eV nm2
same divided by effective mass: 1.8802 eV nm2
critical thickness: 8.528 nm = 85.28 angstrom
L = 5.0 nm: E1 = 0.07521 eV, E1/kT = 2.909, dilute lowest share = 1.000
L = 8.5 nm: E1 = 0.02602 eV, E1/kT = 1.007, dilute lowest share = 0.953
L = 10.0 nm: E1 = 0.01880 eV, E1/kT = 0.727, dilute lowest share = 0.896
L = 15.0 nm: E1 = 0.00836 eV, E1/kT = 0.323, dilute lowest share = 0.684
L = 30.0 nm: E1 = 0.00209 eV, E1/kT = 0.081, dilute lowest share = 0.352
critical thickness, mass 0.3, 300 K: 6.96 nm
critical thickness, mass 0.2, 250 K: 9.34 nm
critical thickness, mass 0.2, 400 K: 7.39 nm
thickness where E2-E1 = kT: 14.77 nm
AT THE HARD-WALL CRITICAL THICKNESS
first gap E2-E1: 0.07756 eV
lowest-subband share, dilute: 0.9523
lowest-subband share, given density: 0.9416
ground energy, finite walls: 0.02163 eV
finite-wall change: -16.3 percent
critical thickness, finite walls: 7.73 nm
gate-side surface field: 0.201 MV/cm
mean field: 0.101 MV/cm
potential-energy drop across film: 0.0857 eV
ground energy in mean field: 0.0657 eV
that energy over kT: 2.54
field giving a drop of kT: 0.0303 MV/cm
image-charge shift at mid-film: 0.0094 eV
scattering time: 3.41 fs
scattering width hbar/tau: 0.193 eV
scattering width over E1: 7.46
thermal mean free path: 0.73 nm
mobility where width = E2-E1: 75 cm2/Vs
ground energy, nonparabolic band: 0.02553 eV
nonparabolic change: -1.26 percent
```
